**All-pass microring with a phase-change patch: critical coupling and readout**

The program tests the transmission $T=|(t-ae^{i\varphi})/(1-tae^{i\varphi})|^2$, where $t$ is the coupler's straight-through amplitude, $a=e^{-A}$ the round-trip amplitude and $\varphi$ the round-trip phase. It asserts that this formula agrees with a numerical solution of the coupler equations and with an explicit sum over round trips. With $\Gamma=-\ln t$ and $x$ the crystallised fraction of the patch length, it asserts that resonant transmission falls until $A=\Gamma$ and rises afterwards, and that it is monotonic for one coupler on each side of the critical range. Further assertions cover the pair of states with equal readings, the turning points at constant detuning and at fixed laser wavelength, the resonance shift, and the patch's attenuation and phase from a one-dimensional wave equation. For the example, the tracked reading goes from 0.644 through zero at $x=0.321$ to 0.230. A fixed laser instead reaches a minimum of 0.317 at $x=0.117$ and ends at 0.753. The output also sizes backscattering, edge scattering, thermal drift and heating by the read light, using rough typical device values.

## Check in Python

```python
# RESULT UNDER TEST
# An all-pass ring has T = |(t - a e^{i phi})/(1 - t a e^{i phi})|^2.
# With rising patch loss, resonant T falls to zero at a = t and then rises,
# provided the ring starts overcoupled and ends undercoupled.
# t: coupler self-coupling amplitude; kappa = sqrt(1-t^2): cross-coupling
# a = exp(-A): round-trip amplitude; phi: round-trip phase; Gamma = -ln t
# x: crystallised fraction of the patch length. Lengths are in micrometres.
# Device parameters are rough typical values for a telecom dielectric ring
# carrying a thin chalcogenide phase-change patch.
import numpy as np
from scipy.optimize import brentq, minimize_scalar

wavelength = 1.55
radius = 60.0
patch_length = 4.0
t_bus = 0.85
ring_db_cm = 2.0
amorphous_db_um = 0.02
crystal_db_um = 1.0
n_bare = 1.70
n_group = 2.00
dn_amorphous = 0.04       # amorphous-covered minus bare modal index
dn_switch = 0.06          # crystalline minus amorphous modal index
thermo_optic = 2.5e-5     # per kelvin
edge_loss_db = 0.05       # rough scattering allowance per patch edge
read_power_mw = 0.01
thermal_resistance = 5e4  # kelvin per watt

k0 = 2*np.pi/wavelength
circumference = 2*np.pi*radius
db_to_power = np.log(10)/10
alpha_a = amorphous_db_um*db_to_power
alpha_c = crystal_db_um*db_to_power
A_ring = 0.5*ring_db_cm*1e-4*db_to_power*(circumference-patch_length)
Gamma = -np.log(t_bus)


def loss(x):
    return A_ring + 0.5*patch_length*(alpha_a*(1-x) + alpha_c*x)


A_a, A_c = loss(0.0), loss(1.0)
phase_full = k0*dn_switch*patch_length
rho = phase_full/(A_c-A_a)


def solve_ring(t, a, phi):
    """Solve the coupler and feedback equations for unit bus input."""
    kap = np.sqrt(1-t*t)
    matrix = np.array([[1, 0, -1j*kap], [0, 1, -t],
                       [0, -a*np.exp(1j*phi), 1]], dtype=complex)
    b1, b2, _ = np.linalg.solve(matrix, np.array([t, 1j*kap, 0], dtype=complex))
    return b1, b2


def T_solved(t, A, phi=0.0):
    return abs(solve_ring(t, np.exp(-A), phi)[0])**2


def T_formula(t, a, phi):
    c = np.cos(phi)
    return (t*t+a*a-2*t*a*c)/(1+t*t*a*a-2*t*a*c)


# Transmission: linear equations, explicit round trips, and closed forms.
for t, a, phi in [(0.85, 0.98, 0.0), (0.85, 0.63, 0.4), (0.6, 0.9, 2.1)]:
    b1, b2 = solve_ring(t, a, phi)
    trips = np.arange(1, 600)
    summed = t-(1-t*t)*np.sum(t**(trips-1)*(a*np.exp(1j*phi))**trips)
    A, G = -np.log(a), -np.log(t)
    hyperbolic = (np.cosh(A-G)-np.cos(phi))/(np.cosh(A+G)-np.cos(phi))
    assert abs(b1-summed) < 1e-11
    assert abs(abs(b1)**2-T_formula(t, a, phi)) < 1e-12
    assert abs(abs(summed)**2-hyperbolic) < 1e-11
    assert abs(1-abs(b1)**2-(1-a*a)*abs(b2)**2) < 1e-12
    q, g = np.tanh(A/2), np.tanh(G/2)
    assert abs(T_solved(t, A)-((q-g)/(q+g))**2) < 1e-12
    h = 1e-5
    numerical = (T_solved(t, -np.log(a+h))-T_solved(t, -np.log(a-h)))/(2*h)
    slope = -2*(1-t*t)*(t-a)/(1-t*a)**3
    assert abs(numerical-slope) < 1e-5*max(1, abs(slope))

# Critical coupling and the two monotonic branches.
x_crit = (Gamma-A_a)/(A_c-A_a)
found = minimize_scalar(lambda x: T_solved(t_bus, loss(x)), bounds=(0, 1),
                        method="bounded", options={"xatol": 1e-10})
assert 0 < x_crit < 1 and abs(found.x-x_crit) < 1e-6 and found.fun < 1e-10
grid = np.linspace(0, 1, 201)
tracked = np.array([T_solved(t_bus, loss(x)) for x in grid])
assert np.all(np.diff(tracked[grid < x_crit]) < 0)
assert np.all(np.diff(tracked[grid > x_crit]) > 0)
low_t = [T_solved(0.60, loss(x)) for x in grid]
high_t = [T_solved(0.99, loss(x)) for x in grid]
assert 0.60 < np.exp(-A_c) and np.all(np.diff(low_t) < 0)
assert 0.99 > np.exp(-A_a) and np.all(np.diff(high_t) > 0)


def winding(A):
    phases = np.linspace(0, 2*np.pi, 1001)
    angles = np.unwrap([np.angle(solve_ring(t_bus, np.exp(-A), p)[0])
                        for p in phases])
    return int(round((angles[-1]-angles[0])/(2*np.pi)))


wind_a, wind_c = winding(A_a), winding(A_c)
assert wind_a == 1 and wind_c == 0

# Ambiguous partner of the fully crystalline state.
A_partner = 2*np.arctanh(np.tanh(Gamma/2)**2/np.tanh(A_c/2))
x_partner = (A_partner-A_a)/(A_c-A_a)
partner_found = brentq(lambda x: T_solved(t_bus, loss(x))-tracked[-1], 0, x_crit)
assert abs(x_partner-partner_found) < 1e-9

# Minimum at a constant phase offset.
offset = 0.1
A_offset = np.arccosh(np.cosh(Gamma)/np.cos(offset))
found = minimize_scalar(lambda A: T_solved(t_bus, A, offset), bounds=(A_a, A_c),
                        method="bounded", options={"xatol": 1e-10})
assert abs(found.x-A_offset) < 1e-6 and A_offset > Gamma and found.fun > 0


# Fixed laser: phase and loss change together.
def fixed_turn(scale):
    G, start = scale*Gamma, scale*A_a
    predicted = np.sqrt((G*G+rho**2*start**2)/(1+rho**2))
    result = minimize_scalar(
        lambda A: T_solved(np.exp(-G), A, rho*(A-start)),
        bounds=(start, 2*G), method="bounded", options={"xatol": 1e-11})
    return predicted, result.x, result.fun


A_star, A_fixed, T_fixed_min = fixed_turn(1.0)
A_star_small, A_fixed_small, _ = fixed_turn(0.1)
error_large = abs(A_star/A_fixed-1)
error_small = abs(A_star_small/A_fixed_small-1)
T_star = 1-2*Gamma/(A_star*(1+rho**2)+Gamma-rho**2*A_a)
x_fixed = (A_fixed-A_a)/(A_c-A_a)
x_star = (A_star-A_a)/(A_c-A_a)
assert error_large < 0.02 and error_small < error_large/30
assert abs(T_star-T_fixed_min) < 0.02 and 0 < x_fixed < x_crit
fixed = np.array([T_solved(t_bus, loss(x), phase_full*x) for x in grid])
assert np.all(np.diff(fixed[grid < x_fixed]) < 0)
assert np.all(np.diff(fixed[grid > x_fixed]) > 0)
under = [T_solved(0.99, loss(x), phase_full*x) for x in grid]
assert np.all(np.diff(under) > 0)
h = 1e-6
slope_fixed = (T_solved(t_bus, loss(h), phase_full*h)-tracked[0])/h
slope_tracked = (T_solved(t_bus, loss(h))-tracked[0])/h
assert abs(slope_fixed-slope_tracked) < 1e-3*abs(slope_tracked)

# Resonance shift from the dispersive round-trip phase condition.
dispersion = (n_bare-n_group)/wavelength


def optical_path(lam, x):
    return ((n_bare+dispersion*(lam-wavelength))*circumference
            + (dn_amorphous+dn_switch*x)*patch_length)


order = round(optical_path(wavelength, 0)/wavelength)
resonances = [brentq(lambda lam: optical_path(lam, x)/lam-order,
                    wavelength-0.004, wavelength+0.004) for x in (0, 1)]
shift_nm = 1000*(resonances[1]-resonances[0])
shift_formula = 1000*wavelength*dn_switch*patch_length/(n_group*circumference)
assert abs(shift_nm/shift_formula-1) < 0.01


# One-dimensional scalar wave equation through the covered section.
def scatter_patch(x, reverse=False):
    n_a = n_bare+dn_amorphous+1j*alpha_a/(2*k0)
    n_c = n_bare+dn_amorphous+dn_switch+1j*alpha_c/(2*k0)
    sections = [(patch_length*(1-x), n_a), (patch_length*x, n_c)]
    if reverse:
        sections.reverse()
    C = np.eye(2, dtype=complex)
    for d, n in sections:
        k = k0*n
        C = np.array([[np.cos(k*d), np.sin(k*d)/k],
                      [-k*np.sin(k*d), np.cos(k*d)]]) @ C
    ik = 1j*k0*n_bare
    M = np.array([[C[0, 0]-ik*C[0, 1], -1],
                  [C[1, 0]-ik*C[1, 1], -ik]])
    rhs = -np.array([C[0, 0]+ik*C[0, 1], C[1, 0]+ik*C[1, 1]])
    return np.linalg.solve(M, rhs)


for x in (0.0, 0.35, 1.0):
    tau = scatter_patch(x)[1]
    assert abs(abs(tau)/np.exp(-(loss(x)-A_ring))-1) < 0.01
    assert abs(tau-scatter_patch(x, True)[1]) < 1e-10
phase_wave = np.angle(scatter_patch(1)[1]/scatter_patch(0)[1])
assert abs(phase_wave-phase_full) < 0.01


# Both circulation directions, coupled by patch reflections.
def bidirectional_minimum(x, reflections=True):
    r_left, tau = scatter_patch(x)
    r_right = scatter_patch(x, True)[0]
    if not reflections:
        r_left = r_right = 0
    phase = np.linspace(-0.5, 0.5, 2001)-np.angle(tau)
    P = np.exp(-A_ring+1j*phase)
    D = 1-P*t_bus*tau
    reverse_ratio = P*t_bus*r_left/D
    output = t_bus-(1-t_bus**2)*P*(tau+r_right*reverse_ratio)/(
        D-P*t_bus*r_right*reverse_ratio)
    return np.min(abs(output)**2), abs(r_left)**2


for x in (0.0, 0.5, 1.0):
    A_wave = A_ring-np.log(abs(scatter_patch(x)[1]))
    assert abs(bidirectional_minimum(x, False)[0]-T_solved(t_bus, A_wave)) < 1e-8
back = np.array([bidirectional_minimum(x) for x in grid])
back_error = np.max(abs(back[:, 0]-tracked))
back_index = np.argmin(back[:, 0])
assert 0 < back_index < len(grid)-1
assert back[back_index, 0] < min(back[0, 0], back[-1, 0])-0.05

# Other neglected effects for this example.
phase_per_K = k0*circumference*thermo_optic
T_drift_1 = T_solved(t_bus, Gamma, phase_per_K)
T_drift_10 = T_solved(t_bus, A_a, 10*phase_per_K)
A_drift = np.arccosh(np.cosh(Gamma)/np.cos(phase_per_K))
x_drift = (A_drift-A_a)/(A_c-A_a)
extra_A = 0.5*3*edge_loss_db*db_to_power
x_edges = (Gamma-A_a-extra_A)/(A_c-A_a)
heating_bound = read_power_mw*1e-3*thermal_resistance

print("INPUTS: rough typical device values")
print(f"wavelength = {1000*wavelength:.0f} nm; radius = {radius:.0f} um")
print(f"patch length = {patch_length:.1f} um; t = {t_bus:.3f} (no unit)")
print(f"bare-ring loss = {ring_db_cm:.1f} dB/cm")
print(f"amorphous modal loss = {amorphous_db_um:.3f} dB/um")
print(f"crystalline modal loss = {crystal_db_um:.3f} dB/um")
print(f"bare modal index = {n_bare:.2f}; group index = {n_group:.2f}")
print(f"amorphous-minus-bare index = {dn_amorphous:.3f}")
print(f"crystalline-minus-amorphous index = {dn_switch:.3f}")
print("LOSS AND COUPLING (no unit unless shown)")
print(f"circumference = {circumference:.2f} um")
print(f"power cross-coupling = {1-t_bus**2:.4f}; Gamma = {Gamma:.5f}")
print(f"A_ring = {A_ring:.5f}; A_a = {A_a:.5f}; A_c = {A_c:.5f}")
print(f"a_a = {np.exp(-A_a):.5f}; a_c = {np.exp(-A_c):.5f}")
print(f"phase windings: amorphous {wind_a}, crystalline {wind_c}")
print(f"critical crystallised fraction = {x_crit:.4f}")
print("READOUT: x, a, tracked T, fixed-laser T (no unit)")
for x in (0, 0.1, 0.2, x_crit, 0.5, 0.75, 1):
    print(f"{x:.4f}  {np.exp(-loss(x)):.5f}  {T_solved(t_bus, loss(x)):.5f}"
          f"  {T_solved(t_bus, loss(x), phase_full*x):.5f}")
print(f"partner of x=1 with equal tracked T: x = {x_partner:.4f}")
print("FIXED LASER AND RESONANCE SHIFT")
print(f"full patch phase change = {phase_full:.4f} rad; rho = {rho:.4f}")
print(f"turning A: approximate {A_star:.5f}, numerical {A_fixed:.5f}")
print(f"turning x: approximate {x_star:.4f}, numerical {x_fixed:.4f}")
print(f"minimum T: approximate {T_star:.4f}, numerical {T_fixed_min:.4f}")
print(f"resonance shift: root {shift_nm:.4f} nm, formula {shift_formula:.4f} nm")
print("NEGLECTED EFFECTS")
print(f"largest patch power reflection = {np.max(back[:, 1]):.2e}")
print(f"largest tracked-T change from backscatter = {back_error:.4f}")
print(f"backscatter minimum: x = {grid[back_index]:.3f}, T = {back[back_index, 0]:.2e}")
print(f"edge allowance = {edge_loss_db:.3f} dB per edge, 3 edges")
print(f"critical x with edge scattering = {x_edges:.4f}")
print(f"thermo-optic coefficient = {thermo_optic:.2e} per K")
print(f"thermal phase drift = {phase_per_K:.4f} rad/K")
print(f"critical-state T after 1 K drift = {T_drift_1:.5f}")
print(f"minimum x at constant 1 K phase offset = {x_drift:.4f}")
print(f"amorphous-state T after 10 K drift = {T_drift_10:.4f}")
print(f"read power = {read_power_mw:.3f} mW")
print(f"thermal resistance = {thermal_resistance:.1e} K/W")
print(f"upper bound on patch heating = {heating_bound:.3f} K")
print("checks complete")
```

Running it gives:

```
INPUTS: rough typical device values
wavelength = 1550 nm; radius = 60 um
patch length = 4.0 um; t = 0.850 (no unit)
bare-ring loss = 2.0 dB/cm
amorphous modal loss = 0.020 dB/um
crystalline modal loss = 1.000 dB/um
bare modal index = 1.70; group index = 2.00
amorphous-minus-bare index = 0.040
crystalline-minus-amorphous index = 0.060
LOSS AND COUPLING (no unit unless shown)
circumference = 376.99 um
power cross-coupling = 0.2775; Gamma = 0.16252
A_ring = 0.00859; A_a = 0.01780; A_c = 0.46911
a_a = 0.98236; a_c = 0.62556
phase windings: amorphous 1, crystalline 0
critical crystallised fraction = 0.3207
READOUT: x, a, tracked T, fixed-laser T (no unit)
0.0000  0.98236  0.64352  0.64352
0.1000  0.93901  0.19447  0.32039
0.2000  0.89757  0.04027  0.36541
0.3207  0.85000  0.00000  0.47528
0.5000  0.78392  0.03922  0.59774
0.7500  0.70028  0.13683  0.69713
1.0000  0.62556  0.22972  0.75309
partner of x=1 with equal tracked T: x = 0.0871
FIXED LASER AND RESONANCE SHIFT
full patch phase change = 0.9729 rad; rho = 2.1557
turning A: approximate 0.07027, numerical 0.07042
turning x: approximate 0.1163, numerical 0.1166
minimum T: approximate 0.3180, numerical 0.3168
resonance shift: root 0.4928 nm, formula 0.4934 nm
NEGLECTED EFFECTS
largest patch power reflection = 1.48e-03
largest tracked-T change from backscatter = 0.0416
backscatter minimum: x = 0.320, T = 8.87e-07
edge allowance = 0.050 dB per edge, 3 edges
critical x with edge scattering = 0.2824
thermo-optic coefficient = 2.50e-05 per K
thermal phase drift = 0.0382 rad/K
critical-state T after 1 K drift = 0.01351
minimum x at constant 1 K phase offset = 0.3306
amorphous-state T after 10 K drift = 0.9343
read power = 0.010 mW
thermal resistance = 5.0e+04 K/W
upper bound on patch heating = 0.500 K
checks complete
```
